The 1:2:3 quadrupole frequency ratio of implanted indium probes, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF. FROM THE FIELD GRADIENT TO THREE FREQUENCIES

1. What goes wrong without the ratio

A silicon wafer has been implanted with radioactive indium and annealed. A perturbed angular correlation measurement shows a beat pattern, and its Fourier transform has lines near 25, 51 and 76 MHz. If each line is counted as one kind of defect, the wafer seems to hold three different indium complexes. An annealing study would then follow three populations that rise and fall together for no visible reason.

The three lines can come from one complex. A nuclear spin of 5/2 in an axially symmetric electric-field gradient has three nonzero frequencies, in the ratio 1:2:3, with relative amplitudes set by the geometry of the crystal and the detectors. They must be fitted as one triplet with one adjustable frequency. The ratio also carries structural information, because it changes when the axial symmetry is lost. It does not by itself name the partner of the indium atom. That needs the absolute frequency, the direction of the gradient, and control implants with known impurities.

2. The probe and the assumptions

The implanted isotope is In-111. It decays by electron capture to an excited state of Cd-111, which emits two gamma rays in succession. Between the two emissions the nucleus is in a state of spin I = 5/2 with a half-life of roughly 85 ns. The first gamma ray starts a clock and the second stops it. In the interval the nuclear spin evolves in the field of its surroundings, and this changes the direction in which the second gamma ray is likely to leave.

The surroundings are taken as static: the atoms and the electronic charge near the probe have settled before the first gamma ray, and they stay as they are until the second. All complexes of one kind have the same gradient, and there is no magnetic field. The nuclear levels of different spin lie many keV apart, while the splittings found below are a few hundred neV, so the field does not mix them. One may therefore work within the six states |m⟩, m = −5/2, ..., 5/2. Spin operators are dimensionless, with ħ written separately, and I² denotes the operator with value I(I+1) = 35/4.

3. The energy of a nucleus in a field gradient

Let φ(r) be the electrostatic potential of the surroundings and ρ(r) the nuclear charge density, with the origin at the nuclear centre. The energy is

W = ∫ρφ d³r.

The potential varies little over the nucleus, so it is expanded to second order:

φ = φ(0) + Σ xᵢ ∂ᵢφ + ½ Σ Vᵢⱼ xᵢxⱼ,  Vᵢⱼ = ∂ᵢ∂ⱼφ at the origin.

The first term multiplies the total charge and is the same for all m. The second vanishes because a nuclear state of definite parity has an even charge density. In the third, the trace of Vᵢⱼ multiplies ∫ρr² d³r, which does not depend on the direction of the spin. It shifts all six states equally. What splits them is the traceless part, and from here on Vᵢⱼ means that part. It is the electric-field gradient.

For axial symmetry about z, the trace condition gives Vxx = Vyy = −Vzz/2. The quadratic term becomes

φ₂ = ½Vzz[z² − ½(x² + y²)] = ¼Vzz(3z² − r²),

where x² + y² = r² − z² was used. Hence the energy of the state |m⟩ is

E(m) = ¼Vzz D(m),  D(m) = ∫ρₘ(3z² − r²) d³r.

The quadrupole moment Q is defined in the stretched state m = I by eQ = D(I), with e > 0. Thus

E(I) = eQVzz/4.

This fixes the prefactor. The dependence on m remains to be found.

4. Why the energy is quadratic in m

Let K be the nuclear operator whose diagonal elements are D(m), that is, the sum of charge times (3z² − r²) over the nucleus. It is unchanged by rotations about z, so it has no elements between different m.

The commutator of the raising operator I₊ with a function of position is the function obtained by applying the orbital raising operator L₊ to it. The spins of the nucleons do not act on positions. L₊ is a first-order differential operator, so it obeys the product rule, and it acts as

L₊z = −(x + iy),  L₊(x + iy) = 0,  L₊r² = 0.

Applied repeatedly to 3z² − r², it gives

first: −6z(x + iy),
second: 6(x + iy)²,
third: 0.

The triple commutator of I₊ with K therefore vanishes. Written out,

I₊³K − 3I₊²K I₊ + 3I₊K I₊² − K I₊³ = 0.

Take the element from |m⟩ to ⟨m+3|. In the first term K acts on |m⟩ and gives D(m); in the second it acts after one raising and gives D(m+1); and so on. The common factor ⟨m+3|I₊³|m⟩ is not zero, so

D(m) − 3D(m+1) + 3D(m+2) − D(m+3) = 0.

The third difference of D vanishes, and D is a quadratic polynomial, D(m) = a + bm + cm².

Two more facts fix its shape. A half-turn about x exchanges m and −m and leaves 3z² − r² unchanged, so b = 0. The sum of the charge densities over all m is spherical, so the D(m) add to zero. Since Σm² = (2I+1)I(I+1)/3, this requires a = −cI(I+1)/3. Therefore

D(m) ∝ 3m² − I(I+1).

At m = I the right side is 3I² − I² − I = I(2I−1). Matching to E(I) = eQVzz/4 gives

E(m) = {eQVzz/[4I(2I−1)]}[3m² − I(I+1)].

For I = 5/2 the denominator is 4 × 10 = 40. Define the positive frequency

ω_Q = |eQVzz|/(40ħ).

Then the Hamiltonian is

H = ±ħω_Q(3Iz² − I²),

with the upper sign for QVzz > 0.

5. The ratio

For the upper sign, with I(I+1) = 35/4, the levels are

|m| = 5/2: 3(25/4) − 35/4 = 10,
|m| = 3/2: 3(9/4) − 35/4 = −2,
|m| = 1/2: 3(1/4) − 35/4 = −8,

in units of ħω_Q. Each level is a doublet, because the energy depends on m². A specific charge distribution confirms the pattern: for one proton in a d5/2 orbital, numerical integration of its charge density in the potential φ₂ gives 10, −2 and −8 in the same units.

The frequencies are the level differences divided by ħ:

ω₁ = 6ω_Q  (1/2 and 3/2),
ω₂ = 12ω_Q  (3/2 and 5/2),
ω₃ = 18ω_Q  (1/2 and 5/2).

Hence

ω₁ : ω₂ : ω₃ = 1 : 2 : 3.

The origin of the first two numbers is the step of a square, (m+1)² − m² = 2m + 1, which is 2 from m = 1/2 and 4 from m = 3/2. The third frequency is the sum of the other two, as it is for any three levels. The relation ω₃ = ω₁ + ω₂ therefore says nothing about symmetry. The informative part is ω₂/ω₁ = 2.

Reversing the sign of Vzz turns the level scheme upside down but leaves the three differences unchanged. The frequencies give the size of the gradient and not its sign.

6. What happens when axial symmetry is lost

Choose principal axes with |Vzz| the largest component and define the asymmetry

η = (Vxx − Vyy)/Vzz,  0 ≤ η ≤ 1.

With zero trace, Vxx = −(1−η)Vzz/2 and Vyy = −(1+η)Vzz/2, and the quadratic potential is

φ₂ = ¼Vzz[3z² − r² + η(x² − y²)].

In section 4 the function 3z² − r² became a constant times 3Iz² − I². By rotation, 3x² − r² becomes the same constant times 3Ix² − I², and likewise for y. One third of the difference shows that x² − y² becomes that constant times Ix² − Iy² = ½(I₊² + I₋²). Thus, for QVzz > 0,

H/(ħω_Q) = 3Iz² − I² + ½η(I₊² + I₋²).

The new term changes m by two. It links 5/2, 1/2 and −3/2, and separately the three states of opposite sign, which have the same energies. The elements needed follow from ⟨m+1|I₊|m⟩ = √[I(I+1) − m(m+1)]:

⟨5/2|I₊²|1/2⟩ = √8 √5 = √40,
⟨1/2|I₊²|−3/2⟩ = √8 √9 = √72.

After multiplication by η/2 their squares are 10η² and 18η². With ε = E/(ħω_Q), the eigenvalue condition of the three-by-three matrix is

(ε − 10)[(ε + 8)(ε + 2) − 18η²] − 10η²(ε + 2) = 0.

The part without η is (ε − 10)(ε² + 10ε + 16) = ε³ − 84ε − 160. The part with η² is −18ε + 180 − 10ε − 20 = −28ε + 160. So

ε³ − 28(3 + η²)ε − 160(1 − η²) = 0.

For small η write ε = ε₀ + δ, with ε₀ one of 10, −2, −8. To first order in δ and η²,

(3ε₀² − 84)δ = η²(28ε₀ − 160).

This gives δ = 5η²/9 for ε₀ = 10, δ = 3η² for ε₀ = −2, and δ = −32η²/9 for ε₀ = −8. The two neighbouring gaps become

ω₁/ω_Q = 6 + 59η²/9,  ω₂/ω_Q = 12 − 22η²/9,

and their ratio is

ω₂/ω₁ = 2[1 − 11η²/54 − 59η²/54] = 2 − 70η²/27,

to order η². At the other end, η = 1, the cubic is ε³ = 112ε. Its roots are 0 and ±√112, and the frequencies stand as 1:1:2. Diagonalization in between gives

η = 0.1: ω₂/ω₁ = 1.975
η = 0.2: ω₂/ω₁ = 1.903
η = 0.5: ω₂/ω₁ = 1.542
η = 1.0: ω₂/ω₁ = 1.000.

On a grid of 101 values of η from 0 to 1 the ratio fell at every step, so a measured ratio can be turned into a value of η. The quadratic start also means that a ratio close to 2 is a weak test of a small η.

Does a ratio of exactly 2 require η = 0? Suppose the larger gap is twice the smaller gap g. The levels add to zero, so they are −4g/3, −g/3 and 5g/3, or the same with all signs reversed. The sum of their pair products is −7g²/3, and the cubic sets this equal to −28(3 + η²). Hence g² = 36 + 12η². The product of the levels is ±20g³/27, and the cubic sets it equal to 160(1 − η²), which is not negative. This selects the upper sign and gives g³ = 216(1 − η²). The first condition makes g³ at least 216 and the second makes it at most 216. Both hold together at η = 0 alone. For a static, purely quadrupolar splitting of spin 5/2, the 1:2:3 ratio and axial symmetry imply each other.

7. What the ratio says about a complex

Suppose the complex has a threefold axis z. A rotation by an angle α about z multiplies (x + iy)² by exp(2iα) and z(x + iy) by exp(iα). For α = 120° neither factor is 1, so a potential unchanged by this rotation cannot contain such terms. What is left is 3z² − r², and η = 0.

An indium atom on a silicon site with one donor atom as nearest neighbour has such an axis, along the bond, provided the pair does not relax sideways. The bond is a ⟨111⟩ direction. Two donor neighbours remove the axis. A point-charge model shows how much can change. A unit charge at unit distance in direction n gives the gradient 3nᵢnⱼ − δᵢⱼ, up to a common factor. The four tetrahedral neighbours together give zero, as cubic symmetry demands, so only the extra charge on the unlike neighbours counts.

For two equal extra charges the directions obey n₁·n₂ = −1/3. The matrix n₁n₁ + n₂n₂ has eigenvalue 1 − 1/3 = 2/3 along n₁ + n₂, eigenvalue 1 + 1/3 = 4/3 along n₁ − n₂, and 0 perpendicular to both. Multiplying by 3 and subtracting 2 gives principal components 0, 2 and −2. Therefore η = 1, and the ratio is 1:1:2. In a real complex the atoms relax and the bonds carry charge, so η will differ from 1, but no threefold axis remains to force it to zero.

The inference has a limit. Any partner on the same axis gives 1:2:3, whether it is a donor or a vacancy. The ratio establishes the axial symmetry of the gradient; ω_Q, compared with control implants, helps to tell the partners apart.


SECOND HALF. FROM THE FREQUENCIES TO THE MEASURED SIGNAL

8. Symbols and results carried over

The probe state has spin I = 5/2 and six states |m⟩. In an axial gradient along z its Hamiltonian is H = ±ħω_Q(3Iz² − I²), with ω_Q = |eQVzz|/(40ħ), where Q is the quadrupole moment and Vzz the principal component of the field gradient. The levels are doublets at 10, −2 and −8 times ħω_Q for |m| = 5/2, 3/2 and 1/2, or the reverse for the other sign. The frequencies are ω₁ = 6ω_Q between 1/2 and 3/2, ω₂ = 12ω_Q between 3/2 and 5/2, and ω₃ = 18ω_Q between 1/2 and 5/2. The asymmetry η is zero unless stated.

Level differences alone do not show that all three frequencies appear in an experiment, or how strongly. That depends on how the gamma rays prepare and read the spin.

9. Preparation and reading of the spin

Before the first gamma ray the nuclear sublevels are equally populated. Detecting that gamma ray in direction k₁ singles out an axis, and the spin state left behind is symmetric about it. The polarization of the gamma ray is not observed, so k₁ and −k₁ are equivalent. The lowest deviation from equal population with these properties is the alignment

A(k) = 3(k·I)² − I²,

where k is a unit vector. A term of fourth rank in the spin is also possible. For the first gamma ray, which is mainly dipole radiation, it is small and is neglected. Such a term can alter amplitudes but cannot add a frequency, since the levels have no further differences.

The second gamma ray, detected in direction k₂, reads the same kind of alignment, and in this cascade a fourth-rank one as well. It is a quadrupole transition to spin 1/2 and carries ±1 unit of angular momentum along k₂, so it weights |m| = 5/2, 3/2 and 1/2 along k₂ as 0 : 2 : 1. The fourth-rank part of this weighting is about 1.15 times the second-rank part. It drops out for random axes, because a second-rank preparation and a fourth-rank reading average to zero together, but it does not drop out in a single crystal. The formulas below keep the second-rank part only; section 14 gives the size of the correction. With U = exp(−iHt/ħ), the coincidence rate relative to its isotropic value is

W(t) = 1 + A₂₂C(t),
C(t) = Tr[A(k₂) U A(k₁) U†]/Tr[A(k)²].

The number A₂₂ collects the properties of the two gamma transitions. The sample enters through C(t).

A static axial field gradient splits the spin-5/2 probe state into three levels with frequencies in the ratio 1:2:3, and the coincidence rate has been written in terms of a correlation C(t). It remains to work out C(t), which gives the strength of each frequency in a polycrystal and in a single-crystal wafer, and to apply the result to an example.

Numerical values quoted here were computed with a short program.
